# Eta pseudospin, SO(4) symmetry and the sixteen Hubbard dimer states: verification in Python

```python
# RESULT UNDER TEST: on a bipartite Hubbard lattice with real hopping,
#   eta+ = sum_j eps_j c+_{j,up} c+_{j,down},  eta_z = (N - L)/2
# form an su(2) commuting with spin, and [H, eta+] = (U - 2 mu) eta+.
# At mu = U/2 the symmetry algebra is so(4); the 16 dimer states form the
# (S, eta) multiplets (1,0) + (0,1) + 2 (0,0) + 2 (1/2,1/2).
# Symbols: L sites, eps_j sublattice sign, t hopping, U repulsion,
# mu chemical potential, S spin, eta pseudospin. Energies are in eV.
# H_sym = hopping + U sum_j (n_up - 1/2)(n_down - 1/2).
from collections import Counter
import numpy as np
from scipy.linalg import expm
from scipy import constants

rng = np.random.default_rng(7)


def dag(a):
    return a.conj().T


def comm(a, b):
    return a @ b - b @ a


def close(a, b, tol=1e-9):
    return np.allclose(a, b, rtol=0, atol=tol)


def annihilators(L):
    """Jordan-Wigner matrices c[site][spin], spin 0 = up, 1 = down."""
    low = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    modes = []
    for m in range(2 * L):
        op = np.eye(1)
        for k in range(2 * L):
            factor = sign if k < m else (low if k == m else np.eye(2))
            op = np.kron(op, factor)
        modes.append(op)
    return [[modes[2 * j], modes[2 * j + 1]] for j in range(L)]


def number(c, j, s):
    return dag(c[j][s]) @ c[j][s]


def total_number(c):
    return sum(number(c, j, s) for j in range(len(c)) for s in (0, 1))


def hopping(c, hop):
    L = len(c)
    return -sum(hop[i, j] * dag(c[i][s]) @ c[j][s]
                for i in range(L) for j in range(L) for s in (0, 1))


def double_occupancy(c, j):
    return number(c, j, 0) @ number(c, j, 1)


def h_sym(c, hop, U):
    half = 0.5 * np.eye(len(c[0][0]))
    return hopping(c, hop) + U * sum(
        (number(c, j, 0) - half) @ (number(c, j, 1) - half)
        for j in range(len(c)))


def cartesian(plus, z):
    minus = dag(plus)
    return [(plus + minus) / 2, (plus - minus) / 2j, z]


def spin(c):
    L = len(c)
    plus = sum(dag(c[j][0]) @ c[j][1] for j in range(L))
    z = sum(number(c, j, 0) - number(c, j, 1) for j in range(L)) / 2
    return plus, cartesian(plus, z)


def pair(c, j):
    return dag(c[j][0]) @ dag(c[j][1])


def pseudospin(c, eps):
    L = len(c)
    plus = sum(eps[j] * pair(c, j) for j in range(L))
    z = (total_number(c) - L * np.eye(len(plus))) / 2
    return plus, cartesian(plus, z)


def square(v):
    return sum(a @ a for a in v)


t, U = 0.5, 3.0
c2, c3 = annihilators(2), annihilators(3)
eps2, eps3 = np.array([1, -1]), np.array([1, -1, 1])
hop2 = t * np.array([[0, 1], [1, 0]])
chain = t * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])
triangle = t * (np.ones((3, 3)) - np.eye(3))

# The matrices obey the fermion anticommutation rules.
flat = [op for site in c3 for op in site]
for a, op_a in enumerate(flat):
    for b, op_b in enumerate(flat):
        assert close(op_a @ dag(op_b) + dag(op_b) @ op_a, (a == b) * np.eye(64))
        assert close(op_a @ op_b + op_b @ op_a, 0)

# Two commuting su(2) algebras, and the so(4) brackets of their sum/difference.
Sp3, S3 = spin(c3)
Ep3, E3 = pseudospin(c3, eps3)
assert close(comm(Ep3, dag(Ep3)), 2 * E3[2])
assert close(comm(E3[2], Ep3), Ep3)
J = [a + b for a, b in zip(S3, E3)]
K = [a - b for a, b in zip(S3, E3)]
for a in range(3):
    for b in range(3):
        assert close(comm(S3[a], E3[b]), 0)
    b, d = (a + 1) % 3, (a + 2) % 3
    assert close(comm(J[a], J[b]), 1j * J[d])
    assert close(comm(J[a], K[b]), 1j * K[d])
    assert close(comm(K[a], K[b]), 1j * J[d])

# General commutator: complex hopping, site energies and repulsions at random.
mu = 0.37
raw = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
hop = raw + dag(raw)
np.fill_diagonal(hop, 0)
site_e, site_u = rng.normal(size=3), rng.normal(size=3)
H = hopping(c3, hop) - mu * total_number(c3)
for j in range(3):
    H = H + site_e[j] * (number(c3, j, 0) + number(c3, j, 1))
    H = H + site_u[j] * double_occupancy(c3, j)
formula = -sum((hop[i, j] * eps3[j] + hop[j, i] * eps3[i])
               * dag(c3[i][0]) @ dag(c3[j][1])
               for i in range(3) for j in range(3))
formula = formula + sum(eps3[j] * (site_u[j] + 2 * site_e[j] - 2 * mu)
                        * pair(c3, j) for j in range(3))
assert close(comm(H, Ep3), formula)

# Uniform bipartite case on a four-site ring with random real bonds.
c4, eps4 = annihilators(4), np.array([1, -1, 1, -1])
ring = np.zeros((4, 4))
for j in range(4):
    ring[j, (j + 1) % 4] = ring[(j + 1) % 4, j] = rng.normal()
Ep4, E4 = pseudospin(c4, eps4)
N4 = total_number(c4)
H4 = hopping(c4, ring) + U * sum(double_occupancy(c4, j) for j in range(4))
assert close(comm(H4 - mu * N4, Ep4), (U - 2 * mu) * Ep4)
assert close(comm(H4 - mu * N4, square(E4)), 0)
S4 = spin(c4)[1]
for generator in S4 + E4:
    assert close(comm(H4 - U / 2 * N4, generator), 0)
assert close(h_sym(c4, ring, U), H4 - U / 2 * N4 + U * np.eye(256))


# Search over ALL coefficients of on-site pairs that commute with hopping.
def pair_search(hop_matrix):
    T = hopping(c3, hop_matrix)
    columns = [comm(T, pair(c3, j)).ravel() / np.linalg.norm(pair(c3, j))
               for j in range(3)]
    _, values, vh = np.linalg.svd(np.array(columns).T, full_matrices=False)
    return values[-1], vh[-1]


res_chain, best = pair_search(chain)
res_triangle, _ = pair_search(triangle)
assert res_chain < 1e-10 and close(best / best[0], eps3)
assert abs(res_triangle - np.sqrt(2) * t) < 1e-10

# Partial particle-hole map exchanges spin with pseudospin and U with -U.
mapped = [[c3[j][0], eps3[j] * dag(c3[j][1])] for j in range(3)]
for a in range(3):
    assert close(spin(mapped)[1][a], E3[a])
assert close(h_sym(mapped, chain, U), h_sym(c3, chain, -U))
assert not close(h_sym(mapped, triangle, U), h_sym(c3, triangle, -U))


# Mean filling in the grand-canonical ensemble, three-site clusters.
def filling(hop_matrix, shift, kT):
    N = total_number(c3)
    rho = expm(-(h_sym(c3, hop_matrix, U) - shift * N) / kT)
    return np.trace(rho @ N) / np.trace(rho) / 3


kT, shift = 0.3, 0.5
fill_0, fill_shift = filling(chain, 0, kT), filling(chain, shift, kT)
fill_triangle = filling(triangle, 0, kT)
assert abs(fill_0 - 1) < 1e-9 and abs(filling(chain, 0, 1.0) - 1) < 1e-9
assert abs(fill_shift - 1) > 1e-3 and abs(fill_triangle - 1) > 1e-4
flip = expm(1j * np.pi * E3[0])
assert close(flip @ E3[2] @ dag(flip), -E3[2])

# Global group: joint rotation by 2 pi equals (-1)^L, single ones are not scalar.
Sp2, S2 = spin(c2)
Ep2, E2 = pseudospin(c2, eps2)
joint = {}
for L, s_vec, e_vec in ((2, S2, E2), (3, S3, E3)):
    turn_s = expm(2j * np.pi * s_vec[0])
    turn_e = expm(2j * np.pi * e_vec[0])
    one = np.eye(len(turn_s))
    joint[L] = (turn_s @ turn_e)[0, 0].real
    assert close(turn_s @ turn_e, (-1) ** L * one)
    for turn in (turn_s, turn_e):
        assert not close(turn, one) and not close(turn, -one)

# Dimer: joint eigenstates found numerically.
H2 = h_sym(c2, hop2, U)
N2 = total_number(c2)
H2_raw = hopping(c2, hop2) + U * sum(double_occupancy(c2, j) for j in (0, 1))
SS, EE = square(S2), square(E2)
label_op = H2 + 0.137 * SS + 0.0711 * EE + 0.0193 * S2[2] + 0.00717 * E2[2]
values, vectors = np.linalg.eigh(label_op)
assert np.min(np.diff(values)) > 1e-3


def length(x):
    return round(np.sqrt(1 + 4 * x) - 1) / 2 + 0.0


def half_integer(x):
    return round(2 * x) / 2 + 0.0


states = []
for v in vectors.T:
    means = []
    for op in (H2, SS, EE, S2[2], E2[2], N2, H2_raw):
        m = np.vdot(v, op @ v).real
        assert close(op @ v, m * v)
        means.append(m)
    e, ss, ee, sz, ez, n, e_raw = means
    assert abs(e_raw - (e + U * ez + U / 2)) < 1e-9
    states.append((round(e, 8), length(ss), length(ee), half_integer(sz),
                   half_integer(ez), round(n), e_raw))
states.sort()
R = np.sqrt(U ** 2 / 4 + 4 * t ** 2)
predicted = {(-R, 0, 0): 1, (-U / 2, 1, 0): 3, (-t, .5, .5): 4,
             (t, .5, .5): 4, (U / 2, 0, 1): 3, (R, 0, 0): 1}
found = Counter((s[0], s[1], s[2]) for s in states)
assert found == Counter({(round(k[0], 8), k[1], k[2]): m
                         for k, m in predicted.items()})

# Dimer: the same sixteen states written out explicitly.
vac = np.zeros(16)
vac[0] = 1
cr = [[dag(c2[j][s]) for s in (0, 1)] for j in (0, 1)]
bond = [(cr[0][s] + cr[1][s]) / np.sqrt(2) for s in (0, 1)]
anti = [(cr[0][s] - cr[1][s]) / np.sqrt(2) for s in (0, 1)]
d1, d2 = pair(c2, 0), pair(c2, 1)
ud, du = cr[0][0] @ cr[1][1] @ vac, cr[0][1] @ cr[1][0] @ vac
covalent = (ud - du) / np.sqrt(2)
ionic = (d1 + d2) @ vac / np.sqrt(2)
basis = np.array([covalent, ionic])
block = basis @ H2 @ basis.T
assert close(block, [[-U / 2, -2 * t], [-2 * t, U / 2]])
theta = 0.5 * np.arctan2(4 * t, U)
ground = np.cos(theta) * covalent + np.sin(theta) * ionic
upper = -np.sin(theta) * covalent + np.cos(theta) * ionic
explicit = [(vac, U / 2, 0, 1), ((d1 - d2) @ vac / np.sqrt(2), U / 2, 0, 1),
            (d1 @ d2 @ vac, U / 2, 0, 1),
            (cr[0][0] @ cr[1][0] @ vac, -U / 2, 1, 0),
            ((ud + du) / np.sqrt(2), -U / 2, 1, 0),
            (cr[0][1] @ cr[1][1] @ vac, -U / 2, 1, 0),
            (ground, -R, 0, 0), (upper, R, 0, 0)]
for s in (0, 1):
    one_b, one_a = bond[s] @ vac, anti[s] @ vac
    three_b = bond[0] @ bond[1] @ anti[s] @ vac
    three_a = anti[0] @ anti[1] @ bond[s] @ vac
    assert close(Ep2 @ one_b, -three_b) and close(Ep2 @ one_a, -three_a)
    explicit += [(one_b, -t, .5, .5), (three_b, -t, .5, .5),
                 (one_a, t, .5, .5), (three_a, t, .5, .5)]
assert close(Ep2 @ vac, (d1 - d2) @ vac)
assert close(Ep2 @ Ep2 @ vac, -2 * d1 @ d2 @ vac)
table = np.array([row[0] for row in explicit])
assert close(table @ table.T, np.eye(16))
for v, e, s, p in explicit:
    assert close(H2 @ v, e * v)
    assert close(SS @ v, s * (s + 1) * v) and close(EE @ v, p * (p + 1) * v)

# Ionic weight of the ground singlet, from the numerical eigenvector.
ground_numeric = np.linalg.eigh(H2)[1][:, 0]
ionic_weight = np.dot(ionic, ground_numeric) ** 2
assert abs(ionic_weight - np.sin(theta) ** 2) < 1e-10

# Accidental level crossing at U = 2t.
crossing = np.linalg.eigvalsh(h_sym(c2, hop2, 2 * t))
crossing_count = int(np.sum(np.abs(crossing - t) < 1e-9))
assert crossing_count == 7

hartree = constants.physical_constants["Hartree energy in eV"][0]
print(f"hopping t = {t:.4f} eV")
print(f"repulsion U = {U:.4f} eV")
print(f"symmetric chemical potential U/2 = {U / 2:.4f} eV")
print(f"R = sqrt(U^2/4 + 4 t^2) = {R:.4f} eV")
print("16 dimer states: E from H_sym, E0 without chemical potential")
for e, s, p, sz, ez, n, e_raw in states:
    print(f"N={n} S={s:.1f} Sz={sz:+.1f} eta={p:.1f} etaz={ez:+.1f} "
          f"E={e:+.4f} eV E0={e_raw + 0.0:+.4f} eV")
print("multiplets: energy, (S, eta), number of states")
for (e, s, p), m in sorted(found.items()):
    print(f"E={e:+.4f} eV (S,eta)=({s:.1f},{p:.1f}) states={m}")
print(f"singlet coupling -2t = {block[0, 1]:.4f} eV")
print(f"mixing angle theta = {np.degrees(theta):.3f} degrees")
print(f"ground singlet ionic weight = {ionic_weight:.4f}")
print(f"ground singlet covalent weight = {1 - ionic_weight:.4f}")
print(f"ground energy of H_sym = {states[0][0]:.4f} eV")
print(f"ground energy of H_sym = {states[0][0] / hartree:.6f} hartree")
print(f"states at E = t when U = 2t: {crossing_count}")
print(f"joint 2 pi rotation, L=2: {joint[2]:+.1f}")
print(f"joint 2 pi rotation, L=3: {joint[3]:+.1f}")
print(f"smallest pair residual, 3-site chain = {abs(res_chain):.4f} eV")
print(f"smallest pair residual, triangle = {res_triangle:.4f} eV")
print(f"thermal energy kT = {kT:.4f} eV")
print(f"chain filling at mu = U/2: {fill_0:.6f} electrons per site")
print(f"shift of mu above U/2 = {shift:.4f} eV")
print(f"chain filling at shifted mu: {fill_shift:.6f} electrons per site")
print(f"triangle filling at mu = U/2: {fill_triangle:.6f} electrons per site")
print("no test failed")
```

It prints:

```
hopping t = 0.5000 eV
repulsion U = 3.0000 eV
symmetric chemical potential U/2 = 1.5000 eV
R = sqrt(U^2/4 + 4 t^2) = 1.8028 eV
16 dimer states: E from H_sym, E0 without chemical potential
N=2 S=0.0 Sz=+0.0 eta=0.0 etaz=+0.0 E=-1.8028 eV E0=-0.3028 eV
N=2 S=1.0 Sz=-1.0 eta=0.0 etaz=+0.0 E=-1.5000 eV E0=-0.0000 eV
N=2 S=1.0 Sz=+0.0 eta=0.0 etaz=+0.0 E=-1.5000 eV E0=+0.0000 eV
N=2 S=1.0 Sz=+1.0 eta=0.0 etaz=+0.0 E=-1.5000 eV E0=+0.0000 eV
N=1 S=0.5 Sz=-0.5 eta=0.5 etaz=-0.5 E=-0.5000 eV E0=-0.5000 eV
N=3 S=0.5 Sz=-0.5 eta=0.5 etaz=+0.5 E=-0.5000 eV E0=+2.5000 eV
N=1 S=0.5 Sz=+0.5 eta=0.5 etaz=-0.5 E=-0.5000 eV E0=-0.5000 eV
N=3 S=0.5 Sz=+0.5 eta=0.5 etaz=+0.5 E=-0.5000 eV E0=+2.5000 eV
N=1 S=0.5 Sz=-0.5 eta=0.5 etaz=-0.5 E=+0.5000 eV E0=+0.5000 eV
N=3 S=0.5 Sz=-0.5 eta=0.5 etaz=+0.5 E=+0.5000 eV E0=+3.5000 eV
N=1 S=0.5 Sz=+0.5 eta=0.5 etaz=-0.5 E=+0.5000 eV E0=+0.5000 eV
N=3 S=0.5 Sz=+0.5 eta=0.5 etaz=+0.5 E=+0.5000 eV E0=+3.5000 eV
N=0 S=0.0 Sz=+0.0 eta=1.0 etaz=-1.0 E=+1.5000 eV E0=+0.0000 eV
N=2 S=0.0 Sz=+0.0 eta=1.0 etaz=+0.0 E=+1.5000 eV E0=+3.0000 eV
N=4 S=0.0 Sz=+0.0 eta=1.0 etaz=+1.0 E=+1.5000 eV E0=+6.0000 eV
N=2 S=0.0 Sz=+0.0 eta=0.0 etaz=+0.0 E=+1.8028 eV E0=+3.3028 eV
multiplets: energy, (S, eta), number of states
E=-1.8028 eV (S,eta)=(0.0,0.0) states=1
E=-1.5000 eV (S,eta)=(1.0,0.0) states=3
E=-0.5000 eV (S,eta)=(0.5,0.5) states=4
E=+0.5000 eV (S,eta)=(0.5,0.5) states=4
E=+1.5000 eV (S,eta)=(0.0,1.0) states=3
E=+1.8028 eV (S,eta)=(0.0,0.0) states=1
singlet coupling -2t = -1.0000 eV
mixing angle theta = 16.845 degrees
ground singlet ionic weight = 0.0840
ground singlet covalent weight = 0.9160
ground energy of H_sym = -1.8028 eV
ground energy of H_sym = -0.066251 hartree
states at E = t when U = 2t: 7
joint 2 pi rotation, L=2: +1.0
joint 2 pi rotation, L=3: -1.0
smallest pair residual, 3-site chain = 0.0000 eV
smallest pair residual, triangle = 0.7071 eV
thermal energy kT = 0.3000 eV
chain filling at mu = U/2: 1.000000 electrons per site
shift of mu above U/2 = 0.5000 eV
chain filling at shifted mu: 1.037089 electrons per site
triangle filling at mu = U/2: 0.994843 electrons per site
no test failed
```
